# The Dual Descriptor from Two Derivations, and Sign Matching in Cycloadditions: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Dual descriptor D = d2n/dN2 = d(eta)/dv and cycloaddition sign matching.

Result under test: with eta = E(N+1)+E(N-1)-2E(N), the response of eta to the
external potential is D = n(N+1)+n(N-1)-2n(N); for independent electrons this
is the LUMO density minus the HOMO density. For two polyenes A and B touching
at both ends through weak couplings t1 and t2, the cooperative energy
    W = E(t1,t2) - E(t1,0) - E(0,t2) + E(0,0)
has the sign of t1*t2*D_A*D_B, where D_A and D_B are the end-to-end elements
of the dual descriptor matrix. Negative W means an allowed cycloaddition.
In real molecules the end-to-end element is probed by the two-point function
D(r,r'), the same combination of one-particle density matrices.
n: density, N: electron number, v: potential, beta: Hueckel coupling,
U: Hubbard repulsion. Model energies are in eV.
"""
from functools import lru_cache, reduce
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit
from pyscf import gto, scf

BETA = -2.5
CONTACT = -0.25
REPULSION = 5.0
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
EV_KJMOL = constants.e * constants.N_A / 1000


def polyene(n_sites):
    return BETA * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))


def filled_energy(h, n_electrons):
    levels = np.repeat(np.linalg.eigvalsh(h), 2)
    return levels[:n_electrons].sum()


def independent_hardness(h, n):
    return (filled_energy(h, n + 1) + filled_energy(h, n - 1)
            - 2 * filled_energy(h, n))


def frontier_dual(h, n):
    """LUMO minus HOMO density matrix of a closed shell."""
    _, c = np.linalg.eigh(h)
    homo, lumo = c[:, n // 2 - 1], c[:, n // 2]
    return np.outer(lumo, lumo) - np.outer(homo, homo)


def matrix_response(function, h, i, j, step=1e-3):
    """Central difference for a symmetric change of h[i,j] and h[j,i]."""
    change = np.zeros_like(h)
    change[i, j] = change[j, i] = step
    return (function(h + change) - function(h - change)) / (2 * step)


print("Hueckel beta = %.2f eV, contact = %.2f eV" % (BETA, CONTACT))
print("Hubbard U = %.2f eV" % REPULSION)

# ---- smooth case: independent electrons at finite temperature ----
site_potential = np.array([0.6, 0.0, -0.4, 0.2])
uneven_chain = polyene(4) + np.diag(site_potential)


def thermal_state(h, n, kt):
    """Free energy and site densities at mean electron number n."""
    e, c = np.linalg.eigh(h)
    mu = brentq(lambda m: 2 * expit((m - e) / kt).sum() - n,
                -30, 30, xtol=1e-13)
    free = -2 * kt * np.logaddexp(0, (mu - e) / kt).sum() + mu * n
    return free, c**2 @ (2 * expit((mu - e) / kt))


KT, DN = 0.5, 0.05


def thermal_hardness(h):
    a = [thermal_state(h, 4 + k * DN, KT)[0] for k in (-1, 0, 1)]
    return (a[0] - 2 * a[1] + a[2]) / DN**2


densities = [thermal_state(uneven_chain, 4 + k * DN, KT)[1]
             for k in (-1, 0, 1)]
density_curvature = (densities[0] - 2 * densities[1] + densities[2]) / DN**2
hardness_response = np.array([
    matrix_response(thermal_hardness, uneven_chain, i, i) for i in range(4)])
assert np.allclose(density_curvature, hardness_response, atol=1e-4)
assert np.max(np.abs(density_curvature)) > 1e-3
print("Uneven chain site potentials (eV):", site_potential)
print("Smooth case kT = %.2f eV, N = 4" % KT)
print(" d2n/dN2 by site:", np.round(density_curvature, 5))
print(" d eta/dv by site:", np.round(hardness_response, 5))


def thermal_fukui(n, kt):
    upper = thermal_state(uneven_chain, n + 0.1, kt)[1]
    lower = thermal_state(uneven_chain, n - 0.1, kt)[1]
    return (upper - lower) / 0.2


# The step of dn/dN across N=4 is the weight of the delta function.
cold_weight = thermal_fukui(4.5, 0.025) - thermal_fukui(3.5, 0.025)
uneven_dual = frontier_dual(uneven_chain, 4)
assert np.allclose(cold_weight, np.diag(uneven_dual), atol=1e-6)
print(" step of dn/dN at kT=0.025 eV:", np.round(cold_weight, 5))
print(" LUMO-HOMO density by site:", np.round(np.diag(uneven_dual), 5))

# ---- independent electrons at zero temperature ----
for site in range(4):
    response = matrix_response(lambda h: independent_hardness(h, 4),
                               uneven_chain, site, site)
    assert abs(response - uneven_dual[site, site]) < 1e-5
response = matrix_response(lambda h: independent_hardness(h, 4),
                           uneven_chain, 0, 3)
assert abs(response - 2 * uneven_dual[0, 3]) < 1e-5


# ---- exact interacting electrons in the Hubbard model ----
@lru_cache(None)
def many_body_operators(n_sites):
    modes = 2 * n_sites
    lower, sign, one = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
    a = [reduce(np.kron, [sign] * k + [lower] + [one] * (modes - k - 1))
         for k in range(modes)]
    excite = np.array([[sum(a[2*i+s].T @ a[2*j+s] for s in (0, 1))
                        for j in range(n_sites)] for i in range(n_sites)])
    double = sum((a[2*i].T @ a[2*i]) @ (a[2*i+1].T @ a[2*i+1])
                 for i in range(n_sites))
    count = np.rint(sum(np.diag(excite[i, i]) for i in range(n_sites)))
    return excite, double, count.astype(int)


def correlated_state(h, u, n):
    excite, double, count = many_body_operators(len(h))
    sector = np.flatnonzero(count == n)
    ops = excite[:, :, sector][:, :, :, sector]
    ham = np.einsum("ij,ijab->ab", h, ops) + u * double[np.ix_(sector, sector)]
    e, vec = np.linalg.eigh(ham)
    ground = vec[:, 0]
    return e[0], np.einsum("a,ijab,b->ij", ground, ops, ground)


def correlated_hardness(h, u, n):
    return (correlated_state(h, u, n + 1)[0] + correlated_state(h, u, n - 1)[0]
            - 2 * correlated_state(h, u, n)[0])


def correlated_dual(h, u, n):
    return (correlated_state(h, u, n + 1)[1] + correlated_state(h, u, n - 1)[1]
            - 2 * correlated_state(h, u, n)[1])


exact_dual = correlated_dual(uneven_chain, REPULSION, 4)
exact_response = np.array([
    matrix_response(lambda h: correlated_hardness(h, REPULSION, 4),
                    uneven_chain, i, i) for i in range(4)])
link_response = matrix_response(
    lambda h: correlated_hardness(h, REPULSION, 4), uneven_chain, 0, 3)
assert np.allclose(exact_response, np.diag(exact_dual), atol=1e-5)
assert abs(link_response - 2 * exact_dual[0, 3]) < 1e-5
print("Interacting uneven chain, zero temperature")
print(" n(5)+n(3)-2n(4) by site:", np.round(np.diag(exact_dual), 5))
print(" d(I-A)/dv by site:", np.round(exact_response, 5))

# ---- pairing and end-to-end signs ----
ethylene_dual = frontier_dual(polyene(2), 2)
butadiene_dual = frontier_dual(polyene(4), 4)
assert np.allclose(np.diag(butadiene_dual), 0, atol=1e-12)
assert np.allclose(np.diag(ethylene_dual), 0, atol=1e-12)
ethylene_exact = correlated_dual(polyene(2), REPULSION, 2)[0, 1]
butadiene_exact = correlated_dual(polyene(4), REPULSION, 4)[0, 3]


def dimer_formula(u):
    return 1 - 2 / np.sqrt(1 + (u / (4 * abs(BETA)))**2)


critical_u = 4 * np.sqrt(3) * abs(BETA)
for u in (REPULSION, 0.9 * critical_u, 1.1 * critical_u):
    assert abs(correlated_dual(polyene(2), u, 2)[0, 1]
               - dimer_formula(u)) < 1e-9
assert correlated_dual(polyene(2), 0.9 * critical_u, 2)[0, 1] < 0
assert correlated_dual(polyene(2), 1.1 * critical_u, 2)[0, 1] > 0
assert ethylene_exact < 0 < butadiene_exact
print("Largest butadiene on-site |D|, Hueckel: %.1e"
      % np.max(np.abs(np.diag(butadiene_dual))))
print("End-to-end D, Hueckel: ethylene %.4f, butadiene %.4f"
      % (ethylene_dual[0, 1], butadiene_dual[0, 3]))
print("End-to-end D, Hubbard: ethylene %.4f, butadiene %.4f"
      % (ethylene_exact, butadiene_exact))
print("Ethylene D changes sign at U = %.2f eV" % critical_u)


# ---- two polyenes in contact at both ends ----
def joined_energy(n_a, n_b, t1, t2):
    h = np.zeros((n_a + n_b, n_a + n_b))
    h[:n_a, :n_a], h[n_a:, n_a:] = polyene(n_a), polyene(n_b)
    h[0, n_a] = h[n_a, 0] = t1
    h[n_a - 1, -1] = h[-1, n_a - 1] = t2
    return filled_energy(h, n_a + n_b)


def cooperative_energy(n_a, n_b, t1, t2):
    return (joined_energy(n_a, n_b, t1, t2) - joined_energy(n_a, n_b, t1, 0)
            - joined_energy(n_a, n_b, 0, t2) + joined_energy(n_a, n_b, 0, 0))


def all_orbital_formula(n_a, n_b, t1, t2):
    e_a, c_a = np.linalg.eigh(polyene(n_a))
    e_b, c_b = np.linalg.eigh(polyene(n_b))
    p_a = (c_a[0] * c_a[-1])[:n_a // 2]
    p_b = (c_b[0] * c_b[-1])[:n_b // 2]
    gaps = np.abs(e_a[:n_a // 2, None]) + np.abs(e_b[None, :n_b // 2])
    return 8 * t1 * t2 * np.sum(np.outer(p_a, p_b) / gaps)


def frontier_formula(n_a, n_b, t1, t2):
    gap = (np.linalg.eigvalsh(polyene(n_b))[n_b // 2]
           - np.linalg.eigvalsh(polyene(n_a))[n_a // 2 - 1])
    d_a = frontier_dual(polyene(n_a), n_a)[0, -1]
    d_b = frontier_dual(polyene(n_b), n_b)[0, -1]
    return 2 * t1 * t2 * d_a * d_b / gap, gap


weak = 0.01 * BETA
for m_a in range(1, 5):
    for m_b in range(1, 5):
        for face in (1, -1):  # -1: one partner reacts antarafacially
            sizes = (2 * m_a, 2 * m_b, weak, face * weak)
            direct = cooperative_energy(*sizes)
            assert np.isclose(direct, all_orbital_formula(*sizes), rtol=5e-3)
            assert np.sign(direct) == np.sign(frontier_formula(*sizes)[0])
            assert np.sign(direct) == face * (-1)**(m_a + m_b)

for label, n_a in (("4+2", 4), ("2+2", 2)):
    args = (n_a, 2, CONTACT, CONTACT)
    base = joined_energy(n_a, 2, 0, 0)
    single = (joined_energy(n_a, 2, CONTACT, 0)
              + joined_energy(n_a, 2, 0, CONTACT) - 2 * base)
    total = joined_energy(*args) - base
    direct = cooperative_energy(*args)
    frontier, gap = frontier_formula(*args)
    assert np.isclose(direct, all_orbital_formula(*args), rtol=0.03)
    print("%s suprafacial: frontier gap %.4f eV" % (label, gap))
    print("  W frontier %.5f eV, all orbitals %.5f eV"
          % (frontier, all_orbital_formula(*args)))
    print("  W diagonalized %.5f eV = %.3f kJ/mol"
          % (direct, direct * EV_KJMOL))
    print("  two separate contacts %.5f eV, joint %.5f eV"
          % (single, total if abs(total) > 1e-12 else abs(total)))
    if label == "2+2":
        assert abs(total) < 1e-12
    else:
        assert total < single < 0
antara = joined_energy(2, 2, CONTACT, -CONTACT) - joined_energy(2, 2, 0, 0)
assert antara < 0
print("2+2 with one antarafacial partner: joint %.5f eV" % antara)
for n_a, n_b in ((4, 4), (6, 2), (6, 4)):
    print("%d+%d suprafacial: W diagonalized %.5f eV"
          % (n_a, n_b, cooperative_energy(n_a, n_b, CONTACT, CONTACT)))

# ---- Hartree-Fock molecules; molecular plane z=0, mirror plane x=0 ----
CC_DOUBLE, CC_SINGLE, CH, CCC_ANGLE = 1.34, 1.46, 1.09, 125.0


def move(start, length, degrees):
    angle = np.radians(degrees)
    return np.array(start) + length * np.array([np.cos(angle), np.sin(angle), 0])


def mirrored(half):
    return [(s, (f * p[0], p[1], p[2])) for s, p in half for f in (1, -1)]


c_left = np.array([-CC_DOUBLE / 2, 0, 0])
ethylene = mirrored([("C", c_left), ("H", move(c_left, CH, 120)),
                     ("H", move(c_left, CH, 240))])
c_inner = np.array([-CC_SINGLE / 2, 0, 0])
c_end = move(c_inner, CC_DOUBLE, CCC_ANGLE)
butadiene = mirrored([
    ("C", c_inner), ("C", c_end),
    ("H", move(c_inner, CH, CCC_ANGLE + (360 - CCC_ANGLE) / 2)),
    ("H", move(c_end, CH, CCC_ANGLE - 60)),
    ("H", move(c_end, CH, CCC_ANGLE + 60))])


def hartree_fock(atoms, charge, field=0.0, guess=None):
    """Field multiplies z**2 in the one-electron potential (atomic units)."""
    mol = gto.M(atom=atoms, basis="6-31g", charge=charge, spin=abs(charge),
                verbose=0)
    mf = scf.RHF(mol) if charge == 0 else scf.UHF(mol)
    nao = mol.nao_nr()
    z_squared = mol.intor("int1e_rr").reshape(3, 3, nao, nao)[2, 2]
    core = mf.get_hcore() + field * z_squared
    mf.get_hcore = lambda *args: core
    mf.conv_tol, mf.max_cycle = 1e-11, 150
    mf.kernel(dm0=guess)
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    return mf, (dm if charge == 0 else dm[0] + dm[1]), z_squared


def three_states(atoms, field=0.0):
    """Relaxed hardness and dual matrix, plus the neutral frontier orbitals."""
    neutral, dm0, z_squared = hartree_fock(atoms, 0, field)
    c, nocc = neutral.mo_coeff, neutral.mol.nelectron // 2
    fill = lambda k: c[:, :k] @ c[:, :k].T
    cation, dm_plus, _ = hartree_fock(
        atoms, 1, field, np.array([fill(nocc), fill(nocc - 1)]))
    anion, dm_minus, _ = hartree_fock(
        atoms, -1, field, np.array([fill(nocc + 1), fill(nocc)]))
    overlap = neutral.get_ovlp()
    homo, lumo = c[:, nocc - 1], c[:, nocc]
    left = cation.mo_coeff[1][:, :nocc - 1].T @ overlap @ homo
    gained = anion.mo_coeff[0][:, :nocc + 1].T @ overlap @ lumo
    assert left @ left < 0.1 and gained @ gained > 0.9
    hardness = anion.e_tot + cation.e_tot - 2 * neutral.e_tot
    frozen_gap = neutral.mo_energy[nocc] - neutral.mo_energy[nocc - 1]
    return (neutral.mol, hardness, dm_minus + dm_plus - 2 * dm0, homo, lumo,
            frozen_gap, z_squared)


HEIGHT = 1.0  # angstrom above the molecular plane
MILLI = 1e3   # densities are printed in 1e-3 bohr^-3


def basis_values(mol, x, y):
    point = np.array([[x, y, HEIGHT]]) / BOHR_ANGSTROM
    return mol.eval_gto("GTOval", point)[0]


print("HF/6-31G: C=C %.2f, C-C %.2f, C-H %.2f angstrom, CCC %.0f deg"
      % (CC_DOUBLE, CC_SINGLE, CH, CCC_ANGLE))
print("Probes %.1f angstrom above plane; densities in 1e-3 bohr^-3" % HEIGHT)
for name, atoms, end, expected_sign in (("ethylene", ethylene, c_left, -1),
                                        ("butadiene", butadiene, c_end, 1)):
    mol, hardness, dual, homo, lumo, frozen_gap, z_squared = three_states(atoms)
    print("%s: I-A relaxed %.3f eV, orbital gap %.3f eV"
          % (name, hardness * HARTREE_EV, frozen_gap * HARTREE_EV))

    # Two-point descriptor above the two reacting carbons.
    here, there = basis_values(mol, end[0], end[1]), basis_values(
        mol, -end[0], end[1])
    homo_above, lumo_above = (here @ homo)**2, (here @ lumo)**2
    pair_frozen = ((here @ lumo) * (there @ lumo)
                   - (here @ homo) * (there @ homo))
    pair_relaxed = here @ dual @ there
    assert abs(pair_frozen - expected_sign * (homo_above + lumo_above)) < 1e-6
    assert expected_sign * pair_frozen > 1e-4
    assert expected_sign * pair_relaxed > 1e-4
    print("  above end carbon: HOMO %.3f, LUMO %.3f"
          % (MILLI * homo_above, MILLI * lumo_above))
    print("  end-to-end D(r,r'): frozen %.3f, relaxed %.3f"
          % (MILLI * pair_frozen, MILLI * pair_relaxed))

    # Local descriptor on the mirror plane, where one frontier orbital vanishes.
    ao = basis_values(mol, 0.0, end[1])
    homo_density, lumo_density = (ao @ homo)**2, (ao @ lumo)**2
    local_frozen = lumo_density - homo_density
    vanishing = lumo_density if name == "ethylene" else homo_density
    assert vanishing < 1e-8
    print("  midpoint local D: frozen %.4f, relaxed %.4f"
          % (MILLI * local_frozen, MILLI * (ao @ dual @ ao)))

    if name == "ethylene":
        assert local_frozen < -1e-5
        step = 5e-4
        slope = (three_states(atoms, step)[1]
                 - three_states(atoms, -step)[1]) / (2 * step)
        integral = np.sum(z_squared * dual)
        frozen_integral = lumo @ z_squared @ lumo - homo @ z_squared @ homo
        assert abs(slope - integral) < 2e-3
        assert abs(integral) > 2e-2
        print("  d eta/d lambda %.4f, integral z^2 D %.4f bohr^2"
              % (slope, integral))
        print("  integral z^2 (LUMO-HOMO) %.4f bohr^2" % frozen_integral)
    else:
        outer_y = end[1] + 1.0
        for y in np.linspace(0.0, outer_y, 45):
            values = basis_values(mol, 0.0, y)
            assert (values @ lumo)**2 - (values @ homo)**2 > -1e-8
        node_y = brentq(lambda y: basis_values(mol, 0.0, y) @ lumo,
                        0.0, outer_y)
        outer = basis_values(mol, 0.0, outer_y)
        outer_frozen = (outer @ lumo)**2 - (outer @ homo)**2
        assert outer_frozen > 1e-5
        print("  distance from C2-C3 line: ends %.3f, LUMO node %.3f angstrom"
              % (end[1], node_y))
        print("  local D 1 angstrom outside: frozen %.4f, relaxed %.4f"
              % (MILLI * outer_frozen, MILLI * (outer @ dual @ outer)))

print("all good")
```

Running it gives:

```
Hueckel beta = -2.50 eV, contact = -0.25 eV
Hubbard U = 5.00 eV
Uneven chain site potentials (eV): [ 0.6  0.  -0.4  0.2]
Smooth case kT = 0.50 eV, N = 4
 d2n/dN2 by site: [ 0.04566 -0.31668  0.10057  0.17044]
 d eta/dv by site: [ 0.04566 -0.31668  0.10057  0.17044]
 step of dn/dN at kT=0.025 eV: [ 0.01797 -0.12106  0.037    0.06609]
 LUMO-HOMO density by site: [ 0.01797 -0.12106  0.037    0.06609]
Interacting uneven chain, zero temperature
 n(5)+n(3)-2n(4) by site: [-0.06019 -0.04537  0.06313  0.04242]
 d(I-A)/dv by site: [-0.06019 -0.04537  0.06313  0.04242]
Largest butadiene on-site |D|, Hueckel: 2.8e-16
End-to-end D, Hueckel: ethylene -1.0000, butadiene 0.7236
End-to-end D, Hubbard: ethylene -0.7889, butadiene 0.5050
Ethylene D changes sign at U = 17.32 eV
4+2 suprafacial: frontier gap 4.0451 eV
  W frontier -0.02236 eV, all orbitals -0.01708 eV
  W diagonalized -0.01701 eV = -1.642 kJ/mol
  two separate contacts -0.02762 eV, joint -0.04463 eV
2+2 suprafacial: frontier gap 5.0000 eV
  W frontier 0.02500 eV, all orbitals 0.02500 eV
  W diagonalized 0.02498 eV = 2.411 kJ/mol
  two separate contacts -0.02498 eV, joint 0.00000 eV
2+2 with one antarafacial partner: joint -0.04988 eV
4+4 suprafacial: W diagonalized 0.01338 eV
6+2 suprafacial: W diagonalized 0.01290 eV
6+4 suprafacial: W diagonalized -0.01088 eV
HF/6-31G: C=C 1.34, C-C 1.46, C-H 1.09 angstrom, CCC 125 deg
Probes 1.0 angstrom above plane; densities in 1e-3 bohr^-3
ethylene: I-A relaxed 12.724 eV, orbital gap 14.809 eV
  above end carbon: HOMO 14.180, LUMO 15.293
  end-to-end D(r,r'): frozen -29.473, relaxed -29.881
  midpoint local D: frozen -13.8691, relaxed -14.5434
  d eta/d lambda 0.1643, integral z^2 D 0.1643 bohr^2
  integral z^2 (LUMO-HOMO) 0.4406 bohr^2
butadiene: I-A relaxed 9.706 eV, orbital gap 11.679 eV
  above end carbon: HOMO 9.554, LUMO 9.673
  end-to-end D(r,r'): frozen 19.227, relaxed 14.773
  midpoint local D: frozen 0.0000, relaxed -0.1219
  distance from C2-C3 line: ends 1.098, LUMO node 1.096 angstrom
  local D 1 angstrom outside: frozen 0.3008, relaxed 0.2127
all good
```
